# Capped and converged Lanczos solvers in DMRG: counting the products: a program that tests the result

```python
"""Products needed by two-site DMRG with capped or converged local Lanczos.

Result under test: on the open critical Ising chain of 40 spins, a cap of 4
products per bond reaches an energy error of 1e-6 J with fewer total products
than a cap of 2 or a converged solver. A cap of 2 beats the converged solver
at an error of 1e-3 J but not at 1e-6 J.
H = -J sum X_j X_(j+1) - h sum Z_j, J = h = 1; all energies are in units of J.
A product is one application of the effective two-site Hamiltonian.
The exact energy comes from free fermions and is checked by diagonalization.
"""
import numpy as np
from scipy.optimize import minimize_scalar

SITES, MAX_BOND, FULL_CAP = 40, 24, 250
TIGHT, LOOSE = 1e-8, 1e-5
TARGETS = (1e-3, 1e-6)
X = np.array([[0.0, 1.0], [1.0, 0.0]])
Z = np.diag([1.0, -1.0])
MPO = np.zeros((3, 3, 2, 2))
MPO[0, 0] = MPO[2, 2] = np.eye(2)
MPO[0, 1], MPO[0, 2], MPO[1, 2] = -X, -Z, X


def left_block(env):
    d = env.shape[0]
    block = np.tensordot(env, MPO, axes=(1, 0)).transpose(0, 3, 2, 1, 4)
    return np.ascontiguousarray(block).reshape(6 * d, 2 * d)


def right_block(env):
    d = env.shape[0]
    block = np.tensordot(MPO, env, axes=(1, 1)).transpose(0, 2, 4, 1, 3)
    return np.ascontiguousarray(block).reshape(6 * d, 2 * d)


def grow_left(block, iso):
    half = (block @ iso).reshape(iso.shape[0], 3, iso.shape[1])
    return np.tensordot(iso, half, axes=(0, 0))


def grow_right(block, iso):
    n = iso.shape[1]
    return (iso @ block.reshape(3, n, n) @ iso.T).transpose(2, 0, 1)


def lanczos(apply, start, cap, tol):
    """Lowest Ritz pair; stops at the cap or when the residual is <= tol."""
    basis = np.empty((cap + 1, start.size))
    tri = np.zeros((cap + 1, cap + 1))
    basis[0] = start / np.linalg.norm(start)
    for k in range(1, cap + 1):
        w = apply(basis[k - 1])
        tri[k - 1, k - 1] = basis[k - 1] @ w
        for _ in range(2):
            w = w - basis[:k].T @ (basis[:k] @ w)
        beta = np.linalg.norm(w)
        values, vectors = np.linalg.eigh(tri[:k, :k])
        residual = beta * abs(vectors[-1, 0])
        if residual <= tol or k == cap:
            break
        tri[k - 1, k] = tri[k, k - 1] = beta
        basis[k] = w / beta
    vector = vectors[:, 0] @ basis[:k]
    return values[0], vector / np.linalg.norm(vector), k, tri[0, 0], residual


def canonical(tensors):
    """Normalized state with right-isometric tensors on sites 1..N-1."""
    out = [t.copy() for t in tensors]
    for i in range(len(out) - 1, 0, -1):
        l, _, r = out[i].shape
        q, upper = np.linalg.qr(out[i].reshape(l, 2 * r).T)
        out[i] = q.T.reshape(-1, 2, r)
        out[i - 1] = np.tensordot(out[i - 1], upper.T, 1)
        out[i - 1] /= np.linalg.norm(out[i - 1])
    return out


def polarized(n):
    return canonical([np.array([1.0, 0.0]).reshape(1, 2, 1)] * n)


def random_even(n, bond, seed):
    """Random state of even parity (product of all Z equal to +1)."""
    rng = np.random.default_rng(seed)
    dims = [min(bond, 2**i, 2**(n - i)) for i in range(n + 1)]
    tensors = []
    for i in range(n):
        t = rng.normal(size=(dims[i], 2, dims[i + 1]))
        tensors.append(t * (np.indices(t.shape).sum(axis=0) % 2 == 0))
    return canonical(tensors)


def dmrg(state, bond, cap, tol, exact, targets, probe=None):
    """Sweep until all targets are met, or return the local problem 'probe'."""
    m, n = [t.copy() for t in state], len(state)
    left, right = [None] * n, [None] * n
    left[0], right[-1] = np.zeros((1, 3, 1)), np.zeros((1, 3, 1))
    left[0][0, 0, 0] = right[-1][0, 2, 0] = 1.0
    for i in range(n - 2, 0, -1):
        iso = m[i + 1].reshape(m[i + 1].shape[0], -1)
        right[i] = grow_right(right_block(right[i + 1]), iso)
    path = [(i, True) for i in range(n - 2)]
    path += [(i, False) for i in range(n - 2, 0, -1)]
    reached, used, lost, work = {}, [], [], 0
    for solve in range(60 * (n - 2)):
        i, moving_right = path[solve % len(path)]
        a, b = left_block(left[i]), right_block(right[i + 1])
        theta = np.tensordot(m[i], m[i + 1], 1)
        dl, dr = theta.shape[0], theta.shape[3]
        shape = (2 * dl, 2 * dr)

        def apply(v):
            return ((a @ v.reshape(shape)).reshape(2 * dl, -1) @ b).ravel()

        if solve == probe:
            return apply, theta.ravel(), m
        energy, vector, count, before, residual = lanczos(
            apply, theta.ravel(), cap, tol)
        unit = 3 * shape[0] * shape[1] * (shape[0] + shape[1])
        for target in targets:
            if target not in reached and before - exact <= target:
                reached[target] = (sum(used) + 1, solve, work + unit)
        # Variational bound for the whole state, and descent of each solve.
        assert before >= exact - 1e-9 and energy <= before + 1e-9
        if len(reached) == len(targets):
            break
        if cap == FULL_CAP:
            assert residual <= tol
        used.append(count)
        work += count * unit
        u, s, v = np.linalg.svd(vector.reshape(shape), full_matrices=False)
        keep = min(bond, int(np.sum(s > 1e-10 * s[0])))
        lost.append(float(np.sum(s[keep:]**2)))
        u, v = u[:, :keep], v[:keep]
        s = s[:keep] / np.linalg.norm(s[:keep])
        if moving_right:
            left[i + 1] = grow_left(a, u)
            v_out, u_out = s[:, None] * v, u
        else:
            right[i] = grow_right(b, v)
            v_out, u_out = v, u * s
        m[i] = u_out.reshape(dl, 2, keep)
        m[i + 1] = v_out.reshape(keep, 2, dr)
    assert len(reached) == len(targets), "accuracy target not reached"
    return reached, used, lost


def free_fermion(n):
    """Ground energy and even-parity gap from closed formulas."""
    sigma = 2 * np.cos(np.arange(1, n + 1) * np.pi / (2 * n + 1))
    energy = 1 - 1 / np.sin(np.pi / (2 * (2 * n + 1)))
    return energy, 2 * (sigma[-1] + sigma[-2])


# Dense eight-spin Hamiltonian built directly from its definition.
small = 8


def embed(ops):
    full = np.eye(1)
    for j in range(small):
        full = np.kron(full, ops.get(j, np.eye(2)))
    return full


dense = -sum(embed({j: Z}) for j in range(small))
dense = dense - sum(embed({j: X, j + 1: X}) for j in range(small - 1))
parity = np.diag(embed({j: Z for j in range(small)}))
even = np.flatnonzero(parity > 0)
even_levels = np.linalg.eigvalsh(dense[np.ix_(even, even)])
small_energy, small_gap = free_fermion(small)
small_exact = np.linalg.eigvalsh(dense)[0]
assert abs(small_exact - small_energy) < 1e-10
assert abs(even_levels[1] - even_levels[0] - small_gap) < 1e-10
# DMRG without truncation must reach the diagonalized energy.
dmrg(polarized(small), 16, FULL_CAP, TIGHT, small_exact, (1e-9,))
# The local Rayleigh quotient must be the energy of the truncated full state.
apply, theta, tensors = dmrg(random_even(small, 4, 3), 3, 2, TIGHT,
                             small_exact, (-1.0,), probe=9)
psi = np.ones((1, 1))
for t in tensors:
    psi = np.tensordot(psi, t, 1).reshape(-1, t.shape[2])
psi = psi.ravel()
assert abs(psi @ psi - 1) < 1e-10
assert abs(psi @ dense @ psi - theta @ apply(theta)) < 1e-10

exact, gap = free_fermion(SITES)
bidiagonal = np.eye(SITES) + np.eye(SITES, k=-1)
assert abs(exact + np.linalg.svd(bidiagonal, compute_uv=False).sum()) < 1e-10

# One central local problem of the third half-sweep, diagonalized densely.
apply, theta, _ = dmrg(polarized(SITES), MAX_BOND, 2, TIGHT, exact, (-1.0,),
                       probe=2 * (SITES - 2) + SITES // 2 - 1)
local = np.array([apply(column) for column in np.eye(theta.size)]).T
assert np.max(np.abs(local - local.T)) < 1e-9
levels, modes = np.linalg.eigh((local + local.T) / 2)
weights = (modes.T @ theta)**2
present = np.flatnonzero(weights > 1e-24)
levels, weights = levels[present], weights[present]
tan2 = weights[1:].sum() / weights[0]
ratio = (levels[1] - levels[0]) / (levels[-1] - levels[1])
local_error, local_bound, residual_tests = {}, {}, 0
for k in range(1, 13):
    ritz, _, _, _, residual = lanczos(apply, theta, k, 0.0)
    local_error[k] = ritz - levels[0]
    cheb = np.cosh((k - 1) * np.arccosh(1 + 2 * ratio))
    local_bound[k] = (levels[-1] - levels[0]) * tan2 / cheb**2
    assert -1e-10 < local_error[k] <= local_bound[k] + 1e-10
    if ritz < levels[1]:
        assert local_error[k] <= residual**2 / (levels[1] - ritz) + 1e-10
        residual_tests += 1
assert residual_tests > 0
# Two products: closed formula against a search over the mixing angle.
alpha1 = theta @ local @ theta
direction = local @ theta - alpha1 * theta
beta = np.linalg.norm(direction)
direction = direction / beta
alpha2 = direction @ local @ direction
two_step = (alpha1 + alpha2) / 2 - np.hypot((alpha1 - alpha2) / 2, beta)


def mixed_energy(angle):
    trial = np.cos(angle) * theta + np.sin(angle) * direction
    return trial @ local @ trial / (trial @ trial)


search = minimize_scalar(mixed_energy, bounds=(-np.pi / 4, np.pi / 4),
                         method="bounded", options={"xatol": 1e-9})
assert abs(search.fun - two_step) < 1e-8
_, _, local_full, _, _ = lanczos(apply, theta, FULL_CAP, TIGHT)

print(f"sites {SITES}, maximum bond dimension {MAX_BOND}, J = h = 1")
print(f"solves per half-sweep: {SITES - 2}")
print(f"residual tolerances: full {TIGHT:.0e} J, loose {LOOSE:.0e} J")
print(f"exact ground energy: {exact:.9f} J")
print(f"exact even-parity gap: {gap:.6f} J")
print(f"eight spins, diagonalized energy: {small_exact:.9f} J")
print("local problem, centre of third half-sweep (2-product run):")
print(f"  dimension: {theta.size}")
print(f"  gap: {levels[1] - levels[0]:.5f} J")
print(f"  spectral width: {levels[-1] - levels[0]:.4f} J")
print(f"  tan^2 of starting angle: {tan2:.4e}")
print(f"  alpha1: {alpha1:.8f} J")
print(f"  alpha2: {alpha2:.8f} J")
print(f"  beta: {beta:.6e} J")
print(f"  two-product energy: {two_step:.8f} J")
print(f"  local minimum above exact energy: {levels[0] - exact:.4e} J")
for k in (1, 2, 4, 8):
    print(f"  {k} products: error {local_error[k]:.3e} J, "
          f"bound {local_bound[k]:.3e} J")
print(f"  products to full convergence: {local_full}")

# A later central problem of the same run: what does each cap leave behind?
late_half_sweep = 13
apply, theta, _ = dmrg(polarized(SITES), MAX_BOND, 2, TIGHT, exact, (-1.0,),
                       probe=(late_half_sweep - 1) * (SITES - 2)
                       + SITES // 2 - 1)
late_min, _, late_full, late_start, _ = lanczos(apply, theta, FULL_CAP, TIGHT)
late = {k: lanczos(apply, theta, k, 0.0)[0] - late_min for k in (2, 3, 4)}
assert late_start - late_min >= late[2] >= late[3] >= late[4] > -1e-10
print(f"same run, centre of half-sweep {late_half_sweep}: "
      f"dimension {theta.size}, {late_full} products to full convergence")
print(f"  above exact energy: state {late_start - exact:.3e} J, "
      f"local minimum {late_min - exact:.3e} J")
print(f"  local error at start {late_start - late_min:.3e} J; after 2, 3, 4 "
      f"products {late[2]:.3e}, {late[3]:.3e}, {late[4]:.3e} J")

solvers = {"2 products": (2, TIGHT), "3 products": (3, TIGHT),
           "4 products": (4, TIGHT), "full": (FULL_CAP, TIGHT),
           "loose": (FULL_CAP, LOOSE)}
starts = {"polarized": polarized(SITES),
          "random": random_even(SITES, MAX_BOND, 7)}
results = {}
for start_name, state in starts.items():
    print(f"{start_name} start:")
    for name, (cap, tol) in solvers.items():
        reached, used, lost = dmrg(state, MAX_BOND, cap, tol, exact, TARGETS)
        results[start_name, name] = reached
        for target in TARGETS:
            count, solves, work = reached[target]
            print(f"  {name}, error {target:.0e} J: {count} products, "
                  f"{solves} solves, {work / 1e6:.1f}e6 multiply-adds")
        half = SITES - 2
        print(f"    products/solve, first and last {half} solves: "
              f"{np.mean(used[:half]):.2f}, {np.mean(used[-half:]):.2f}; "
              f"max lost weight, last {half}: {max(lost[-half:]):.1e}")

coarse, fine = TARGETS
for start_name in starts:
    two, four, full, loose = (results[start_name, name] for name in
                              ("2 products", "4 products", "full", "loose"))
    print(f"{start_name} start, full/capped product ratio at {fine:.0e} J: "
          f"2: {full[fine][0] / two[fine][0]:.2f}, "
          f"4: {full[fine][0] / four[fine][0]:.2f}")
    # Four products win at both accuracies, also against the loose solver.
    for target in TARGETS:
        assert four[target][0] < min(two[target][0], full[target][0],
                                     loose[target][0])
    # Two products save at the coarse accuracy and lose at the fine one,
    # because the number of solves grows by more than each solve saves.
    assert two[coarse][0] < full[coarse][0]
    assert two[fine][0] > full[fine][0] > loose[fine][0]
    assert two[fine][1] > full[fine][1]
print("done: every assertion held")
```

Printed output:

```
sites 40, maximum bond dimension 24, J = h = 1
solves per half-sweep: 38
residual tolerances: full 1e-08 J, loose 1e-05 J
exact ground energy: -50.569433795 J
exact even-parity gap: 0.310145 J
eight spins, diagonalized energy: -9.837951447 J
local problem, centre of third half-sweep (2-product run):
  dimension: 72
  gap: 1.19562 J
  spectral width: 12.5108 J
  tan^2 of starting angle: 5.2252e-03
  alpha1: -50.47682820 J
  alpha2: -47.69557658 J
  beta: 1.182691e-01 J
  two-product energy: -50.48184838 J
  local minimum above exact energy: 8.5041e-02 J
  1 products: error 7.564e-03 J, bound 6.537e-02 J
  2 products: error 2.544e-03 J, bound 4.455e-02 J
  4 products: error 1.679e-04 J, bound 5.411e-03 J
  8 products: error 3.936e-07 J, bound 3.396e-05 J
  products to full convergence: 19
same run, centre of half-sweep 13: dimension 2304, 72 products to full convergence
  above exact energy: state 9.248e-04 J, local minimum 3.139e-04 J
  local error at start 6.110e-04 J; after 2, 3, 4 products 6.015e-04, 1.650e-04, 1.172e-04 J
polarized start:
  2 products, error 1e-03 J: 931 products, 465 solves, 310.0e6 multiply-adds
  2 products, error 1e-06 J: 2527 products, 1263 solves, 1164.5e6 multiply-adds
    products/solve, first and last 38 solves: 2.00, 2.00; max lost weight, last 38: 3.4e-15
  3 products, error 1e-03 J: 324 products, 108 solves, 1.0e6 multiply-adds
  3 products, error 1e-06 J: 531 products, 177 solves, 31.8e6 multiply-adds
    products/solve, first and last 38 solves: 2.97, 3.00; max lost weight, last 38: 4.9e-13
  4 products, error 1e-03 J: 427 products, 107 solves, 1.2e6 multiply-adds
  4 products, error 1e-06 J: 595 products, 149 solves, 10.8e6 multiply-adds
    products/solve, first and last 38 solves: 3.95, 4.00; max lost weight, last 38: 0.0e+00
  full, error 1e-03 J: 1282 products, 106 solves, 6.2e6 multiply-adds
  full, error 1e-06 J: 2295 products, 147 solves, 70.3e6 multiply-adds
    products/solve, first and last 38 solves: 3.95, 24.87; max lost weight, last 38: 0.0e+00
  loose, error 1e-03 J: 954 products, 106 solves, 4.2e6 multiply-adds
  loose, error 1e-06 J: 1540 products, 147 solves, 40.8e6 multiply-adds
    products/solve, first and last 38 solves: 3.95, 14.26; max lost weight, last 38: 9.5e-23
random start:
  2 products, error 1e-03 J: 1489 products, 744 solves, 797.4e6 multiply-adds
  2 products, error 1e-06 J: 2671 products, 1335 solves, 1425.9e6 multiply-adds
    products/solve, first and last 38 solves: 2.00, 2.00; max lost weight, last 38: 6.4e-15
  3 products, error 1e-03 J: 736 products, 245 solves, 392.4e6 multiply-adds
  3 products, error 1e-06 J: 1063 products, 354 solves, 565.6e6 multiply-adds
    products/solve, first and last 38 solves: 3.00, 3.00; max lost weight, last 38: 2.4e-11
  4 products, error 1e-03 J: 437 products, 109 solves, 239.9e6 multiply-adds
  4 products, error 1e-06 J: 589 products, 147 solves, 321.3e6 multiply-adds
    products/solve, first and last 38 solves: 4.00, 4.00; max lost weight, last 38: 1.8e-10
  full, error 1e-03 J: 2082 products, 35 solves, 1285.5e6 multiply-adds
  full, error 1e-06 J: 2501 products, 55 solves, 1559.5e6 multiply-adds
    products/solve, first and last 38 solves: 54.84, 44.13; max lost weight, last 38: 3.3e-14
  loose, error 1e-03 J: 1586 products, 35 solves, 977.2e6 multiply-adds
  loose, error 1e-06 J: 1925 products, 61 solves, 1198.0e6 multiply-adds
    products/solve, first and last 38 solves: 41.79, 24.82; max lost weight, last 38: 1.5e-13
polarized start, full/capped product ratio at 1e-06 J: 2: 0.91, 4: 3.86
random start, full/capped product ratio at 1e-06 J: 2: 0.94, 4: 4.25
done: every assertion held
```
